# Thermal bond vibrations and the damping of single-scattering EXAFS: a program that tests the result

```python
"""
Result under test: a harmonic bond of force constant kappa and reduced mass mu has
    sigma^2(T) = hbar/(2 mu omega) * coth(hbar omega/(2 kB T)),  omega = sqrt(kappa/mu),
a Gaussian distribution of its stretch u = r - R at every temperature, and hence
an EXAFS single-scattering amplitude multiplied by exp(-2 k^2 sigma^2).
R: equilibrium bond length; k: photoelectron wavenumber; T: temperature.
Independent roads: grid diagonalization, imaginary-frequency sums, quadrature.
Example: rough parameters in the regime of a Ti-Cl bond in TiCl4 vapour.
"""
import numpy as np
from itertools import combinations
from scipy.constants import hbar, k as kB, e as eV, m_e, c, atomic_mass
from scipy.special import polygamma

ANG = 1e-10
mass_metal, mass_ligand = 47.867 * atomic_mass, 35.45 * atomic_mass
R = 2.17               # angstrom
kappa = 280.0          # N/m
bend = 10.0            # N/m, angle constant divided by R^2
mean_free_path = 6.0   # angstrom
well_depth = 4.4       # eV
core_width = 1.0       # eV
temperatures = (0.0, 300.0, 600.0)
wavenumbers = (4.0, 8.0, 12.0)   # 1/angstrom

mu = mass_metal * mass_ligand / (mass_metal + mass_ligand)
omega = np.sqrt(kappa / mu)
theta = hbar * omega / kB


def coth_factor(frequency, T):
    if T == 0:
        return np.ones_like(frequency)
    return 1 / np.tanh(hbar * frequency / (2 * kB * T))


def sigma2_formula(T):
    """Derived law, in angstrom^2."""
    return float(hbar / (2 * mu * omega) * coth_factor(omega, T)) / ANG**2


# ---- Thermal density of the stretch from diagonalization on a grid ----
u = np.linspace(-0.9, 0.9, 301)          # angstrom
step = u[1] - u[0]
difference = np.subtract.outer(np.arange(u.size), np.arange(u.size))
safe = np.where(difference == 0, 1, difference)
kinetic = np.where(difference == 0, np.pi**2 / 3, 2.0 / safe**2)
kinetic = kinetic * (-1.0)**np.abs(difference)
kinetic *= hbar**2 / (2 * mu * (step * ANG)**2) / eV


def solve_levels(potential_eV):
    return np.linalg.eigh(kinetic + np.diag(potential_eV))


def thermal_density(levels, T):
    energy, states = levels
    if T == 0:
        weight = np.zeros(energy.size)
        weight[0] = 1.0
    else:
        weight = np.exp(-(energy - energy[0]) * eV / (kB * T))
    return states**2 @ (weight / weight.sum())


harmonic = solve_levels(0.5 * kappa * (u * ANG)**2 / eV)
for T in temperatures + (2000.0,):
    p = thermal_density(harmonic, T)
    variance = p @ u**2 - (p @ u)**2
    assert np.isclose(variance, sigma2_formula(T), rtol=1e-6)
    for k in wavenumbers:
        average = p @ np.exp(2j * k * u)
        assert abs(average - np.exp(-2 * k**2 * sigma2_formula(T))) < 1e-6

p_hot = thermal_density(harmonic, 2000.0)
series = kB * 2000.0 / kappa / ANG**2 * (1 + (theta / 2000.0)**2 / 12)
assert np.isclose(p_hot @ u**2, series, rtol=1e-4)


# ---- Imaginary-frequency sum: no normal modes, no reduced mass ----
def sigma2_frequency_sum(K, masses, b, T, terms=4000):
    D = K / np.sqrt(np.outer(masses, masses))
    bt = b / np.sqrt(masses)
    unit = 2 * np.pi * kB * T / hbar
    nu2 = (unit * np.arange(1, terms + 1))**2
    matrices = D[None] + nu2[:, None, None] * np.eye(masses.size)[None]
    solved = np.linalg.solve(matrices, np.tile(bt[None, :, None], (terms, 1, 1)))
    total = bt @ np.linalg.pinv(D, rcond=1e-7, hermitian=True) @ bt
    total += 2 * np.sum(solved[:, :, 0] @ bt)
    total += 2 * (bt @ bt) / unit**2 * polygamma(1, terms + 1)
    return kB * T * total / ANG**2


pair_K = kappa * np.array([[1.0, -1.0], [-1.0, 1.0]])
pair_masses = np.array([mass_metal, mass_ligand])
for T in (300.0, 600.0):
    pair = sigma2_frequency_sum(pair_K, pair_masses, np.array([-1.0, 1.0]), T)
    assert np.isclose(pair, sigma2_formula(T), rtol=1e-6)

# ---- Same bond inside a tetrahedral molecule with stretch and bend springs ----
corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
geometry = np.vstack([np.zeros(3), R / np.sqrt(3) * corners]).ravel()


def internal_coordinates(x):
    atoms = x.reshape(5, 3)
    bonds = atoms[1:] - atoms[0]
    lengths = np.linalg.norm(bonds, axis=1)
    angles = [np.arccos(bonds[i] @ bonds[j] / (lengths[i] * lengths[j]))
              for i, j in combinations(range(4), 2)]
    return np.concatenate([lengths, R * np.array(angles)])


shift = 1e-5
gradients = np.array([(internal_coordinates(geometry + shift * axis)
                       - internal_coordinates(geometry - shift * axis)) / (2 * shift)
                      for axis in np.eye(15)]).T
springs = np.array([kappa] * 4 + [bend] * 6)
K_mol = gradients.T @ (springs[:, None] * gradients)
masses_mol = np.repeat([mass_metal] + [mass_ligand] * 4, 3)
b_mol = gradients[0]
eigenvalues, modes = np.linalg.eigh(K_mol / np.sqrt(np.outer(masses_mol, masses_mol)))
vibrating = eigenvalues > 1e-6 * eigenvalues.max()
assert vibrating.sum() == 9
omega_mol = np.sqrt(eigenvalues[vibrating])
weights_mol = ((b_mol / np.sqrt(masses_mol)) @ modes[:, vibrating])**2
assert np.isclose(weights_mol.sum(), 1 / mu, rtol=1e-6)
assert np.isclose(np.sum(weights_mol / omega_mol**2), 1 / kappa, rtol=1e-6)


def sigma2_molecule(T):
    return np.sum(weights_mol * hbar / (2 * omega_mol)
                  * coth_factor(omega_mol, T)) / ANG**2


for T in (300.0, 600.0):
    direct = sigma2_frequency_sum(K_mol, masses_mol, b_mol, T)
    assert np.isclose(direct, sigma2_molecule(T), rtol=1e-6)

# ---- Smooth prefactor 1/r^2 and exp(-2r/lambda) kept inside the average ----
T_hot = 600.0
s2_hot = sigma2_formula(T_hot)
p_hot = thermal_density(harmonic, T_hot)
gamma = 1 / R + 1 / mean_free_path
prefactor = (R / (R + u))**2 * np.exp(-2 * u / mean_free_path)
prefactor_results = []
for k in wavenumbers:
    average = p_hot @ (prefactor * np.exp(2j * k * u))
    phase = np.angle(average)
    assert np.isclose(phase, -4 * k * gamma * s2_hot, rtol=0.01)
    prefactor_results.append((abs(average) / np.exp(-2 * k**2 * s2_hot), phase))

# ---- Morse bond with the same curvature: cumulants against direct average ----
morse_a = np.sqrt(kappa / (2 * well_depth * eV)) * ANG      # 1/angstrom
morse = solve_levels(well_depth * (1 - np.exp(-morse_a * u))**2)
p_morse = thermal_density(morse, T_hot)
c1 = p_morse @ u
v = u - c1
m2, m3, m4, m5, m6 = (p_morse @ v**n for n in range(2, 7))
c2, c3, c4 = m2, m3, m4 - 3 * m2**2
c5 = m5 - 10 * m3 * m2
c6 = m6 - 15 * m4 * m2 - 10 * m3**2 + 30 * m2**3
phase_tolerance, log_tolerance = 3e-3, 2e-3     # room for seventh and higher orders
morse_results = []
for k in wavenumbers:
    q = 2 * k
    average = p_morse @ np.exp(1j * q * v)
    phase, log_amplitude = np.angle(average), np.log(abs(average))
    short_phase = -q**3 * c3 / 6
    short_log = -q**2 * c2 / 2 + q**4 * c4 / 24
    assert abs(phase - short_phase - q**5 * c5 / 120) < phase_tolerance
    assert abs(log_amplitude - short_log + q**6 * c6 / 720) < log_tolerance
    if k <= 8:   # at larger k the fifth and sixth cumulants are no longer negligible
        assert abs(phase - short_phase) < phase_tolerance
        assert abs(log_amplitude - short_log) < log_tolerance
    morse_results.append((abs(average), phase, phase - short_phase,
                          log_amplitude - short_log))

# ---- Rotation of an isolated pair: classical radial weight r^2 ----
r = np.linspace(R - 0.6, R + 0.6, 6001)
radial = r**2 * np.exp(-kappa * ((r - R) * ANG)**2 / (2 * kB * T_hot))
radial /= radial.sum()
rotation_shift = radial @ (r - R)
rotation_variance = radial @ (r - R)**2 - rotation_shift**2
classical_hot = kB * T_hot / kappa / ANG**2
assert np.isclose(rotation_shift, 2 * classical_hot / R, rtol=0.01)

# ---- Time scales ----
period = 2 * np.pi / omega
transit = 2 * R * ANG / (hbar * 8.0 / ANG / m_e)
core_lifetime = hbar / (core_width * eV)
assert transit < 0.01 * period and core_lifetime < 0.05 * period

# ---- Printed numbers ----
print(f"masses metal, ligand: {mass_metal/atomic_mass:.3f}, {mass_ligand/atomic_mass:.3f} u")
print(f"reduced mass: {mu/atomic_mass:.3f} u = {mu:.4e} kg")
print(f"bond length R: {R:.2f} angstrom; force constant: {kappa:.0f} N/m")
print(f"angular frequency: {omega:.4e} rad/s")
print(f"wavenumber of vibration: {omega/(2*np.pi*c*100):.1f} cm^-1")
print(f"quantum energy: {hbar*omega/eV*1000:.2f} meV; theta: {theta:.1f} K")
print(f"T where sigma^2 is twice zero-point: {theta/(2*np.arctanh(0.5)):.1f} K")
for T in temperatures:
    s2 = sigma2_formula(T)
    nbar = 0.0 if T == 0 else 1 / np.expm1(theta / T)
    print(f"T={T:.0f} K: occupation {nbar:.4f}, sigma^2 {s2:.6f} angstrom^2, "
          f"sigma {np.sqrt(s2):.4f} angstrom")
    print(f"  classical sigma^2 {kB*T/kappa/ANG**2:.6f} angstrom^2")
    print("  damping at k=4, 8, 12 1/angstrom: "
          + ", ".join(f"{np.exp(-2*k**2*s2):.4f}" for k in wavenumbers))
print(f"zero-point sigma^2 in SI: {sigma2_formula(0)*ANG**2:.4e} m^2")
print(f"molecule: bend constant {bend:.0f} N/m; mode wavenumbers (cm^-1): "
      + ", ".join(f"{w/(2*np.pi*c*100):.0f}" for w in omega_mol))
for T in temperatures:
    s2m = sigma2_molecule(T)
    print(f"molecule T={T:.0f} K: sigma^2 {s2m:.6f} angstrom^2, "
          f"change from isolated bond {100*(s2m/sigma2_formula(T)-1):+.2f} %")
print(f"mean free path: {mean_free_path:.1f} angstrom; gamma: {gamma:.4f} 1/angstrom")
print(f"prefactor, 600 K: apparent bond shift {-2*gamma*s2_hot:.5f} angstrom")
for k, (ratio, phase) in zip(wavenumbers, prefactor_results):
    print(f"  k={k:.0f} 1/angstrom: amplitude ratio {ratio:.5f}, phase {phase:.4f} rad")
print(f"Morse: depth {well_depth:.1f} eV, range parameter {morse_a:.4f} 1/angstrom")
print(f"Morse, 600 K: mean stretch {c1:.5f} angstrom, variance {c2:.6f} angstrom^2")
print(f"  variance change from harmonic: {100*(c2/s2_hot-1):+.2f} %")
print(f"  c3 {c3:.3e} angstrom^3, c4 {c4:.3e} angstrom^4")
print(f"  c5 {c5:.3e} angstrom^5, c6 {c6:.3e} angstrom^6")
for k, (amplitude, phase, phase_error, log_error) in zip(wavenumbers, morse_results):
    print(f"  k={k:.0f} 1/angstrom: damping {amplitude:.4f}, "
          f"phase beyond mean shift {phase:.4f} rad")
    print(f"    left out by series to c4: phase {phase_error:.5f} rad, "
          f"log amplitude {log_error:.5f}")
print(f"rotation of isolated pair, 600 K: mean shift {rotation_shift:.5f} angstrom")
print(f"  variance change: {100*(rotation_variance/classical_hot-1):+.3f} %")
print(f"vibration period: {period*1e15:.2f} fs")
print(f"photoelectron round trip at k=8 1/angstrom: {transit*1e15:.4f} fs")
print(f"core width {core_width:.1f} eV; core-hole lifetime: {core_lifetime*1e15:.3f} fs")
print("done: every assertion held")
```

Printed output:

```
masses metal, ligand: 47.867, 35.450 u
reduced mass: 20.367 u = 3.3820e-26 kg
bond length R: 2.17 angstrom; force constant: 280 N/m
angular frequency: 9.0990e+13 rad/s
wavenumber of vibration: 483.1 cm^-1
quantum energy: 59.89 meV; theta: 695.0 K
T where sigma^2 is twice zero-point: 632.6 K
T=0 K: occupation 0.0000, sigma^2 0.001713 angstrom^2, sigma 0.0414 angstrom
  classical sigma^2 0.000000 angstrom^2
  damping at k=4, 8, 12 1/angstrom: 0.9466, 0.8031, 0.6105
T=300 K: occupation 0.1094, sigma^2 0.002088 angstrom^2, sigma 0.0457 angstrom
  classical sigma^2 0.001479 angstrom^2
  damping at k=4, 8, 12 1/angstrom: 0.9354, 0.7654, 0.5480
T=600 K: occupation 0.4577, sigma^2 0.003282 angstrom^2, sigma 0.0573 angstrom
  classical sigma^2 0.002959 angstrom^2
  damping at k=4, 8, 12 1/angstrom: 0.9003, 0.6570, 0.3886
zero-point sigma^2 in SI: 1.7135e-23 m^2
molecule: bend constant 10 N/m; mode wavenumbers (cm^-1): 120, 120, 136, 136, 136, 366, 526, 526, 526
molecule T=0 K: sigma^2 0.001683 angstrom^2, change from isolated bond -1.77 %
molecule T=300 K: sigma^2 0.002084 angstrom^2, change from isolated bond -0.20 %
molecule T=600 K: sigma^2 0.003282 angstrom^2, change from isolated bond -0.02 %
mean free path: 6.0 angstrom; gamma: 0.6275 1/angstrom
prefactor, 600 K: apparent bond shift -0.00412 angstrom
  k=4 1/angstrom: amplitude ratio 1.00315, phase -0.0330 rad
  k=8 1/angstrom: amplitude ratio 1.00270, phase -0.0660 rad
  k=12 1/angstrom: amplitude ratio 1.00196, phase -0.0990 rad
Morse: depth 4.4 eV, range parameter 1.4092 1/angstrom
Morse, 600 K: mean stretch 0.00706 angstrom, variance 0.003385 angstrom^2
  variance change from harmonic: +3.12 %
  c3 4.063e-05 angstrom^3, c4 1.200e-06 angstrom^4
  c5 5.667e-08 angstrom^5, c6 3.707e-09 angstrom^6
  k=4 1/angstrom: damping 0.8975, phase beyond mean shift -0.0035 rad
    left out by series to c4: phase 0.00002 rad, log amplitude -0.00000
  k=8 1/angstrom: damping 0.6505, phase beyond mean shift -0.0273 rad
    left out by series to c4: phase 0.00048 rad, log amplitude -0.00008
  k=12 1/angstrom: damping 0.3832, phase beyond mean shift -0.0901 rad
    left out by series to c4: phase 0.00350 rad, log amplitude -0.00090
rotation of isolated pair, 600 K: mean shift 0.00273 angstrom
  variance change: -0.125 %
vibration period: 69.05 fs
photoelectron round trip at k=8 1/angstrom: 0.0469 fs
core width 1.0 eV; core-hole lifetime: 0.658 fs
done: every assertion held
```
